# Scharfetter–Gummel dopant flux with positive backward-Euler steps: a numerical check

```python
"""Scharfetter-Gummel flux and positive backward-Euler step for charged dopants.

Result under test: for J = -D (dC/dx + C du/dx), u = z psi/(kT/q), an edge of
length h with constant D and du/dx carries the steady flux
    J = (D/h) [B(delta) C_left - B(-delta) C_right],  B(x) = x/(exp(x)-1),
delta = u_right - u_left. Backward Euler with this flux conserves dose and
keeps C >= 0 for any prescribed node potentials and any positive time step.
Units: nm, s, cm^-3; potentials in kT/q. D is in nm^2/s (1 cm^2 = 1e14 nm^2).
Material parameters are rough typical values for silicon near 1000 C.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm


def bernoulli(x):
    """x/(exp(x)-1) without overflow or cancellation."""
    x = np.asarray(x, dtype=float)
    size = np.abs(x)
    safe = np.where(size == 0, 1.0, size)
    base = np.where(size == 0, 1.0, safe / (-np.expm1(-safe)))
    return base * np.exp(-np.maximum(x, 0.0))


def sg_rates(h, diffusivity, u):
    """Weights of the left and right concentration in the edge flux."""
    delta = np.diff(u)
    return (diffusivity / h * bernoulli(delta),
            diffusivity / h * bernoulli(-delta))


def central_rates(h, diffusivity, u):
    delta = np.diff(u)
    return (diffusivity / h * (1 - delta / 2),
            diffusivity / h * (1 + delta / 2))


def positive_step(volume, right, left, conc, dt):
    """Backward-Euler step by elimination without any subtraction."""
    vol = np.asarray(volume, float).tolist()
    a = (dt * np.asarray(right)).tolist()
    c = (dt * np.asarray(left)).tolist()
    old = np.asarray(conc, float).tolist()
    n = len(vol)
    pivots, loads = [0.0] * n, [0.0] * n
    kept, carried = vol[0], 0.0
    for i in range(n - 1):
        pivots[i] = kept + a[i]
        loads[i] = vol[i] * old[i] + carried
        carried = a[i] / pivots[i] * loads[i]
        kept = vol[i + 1] + c[i] * (kept / pivots[i])
    new = [0.0] * n
    new[-1] = (vol[-1] * old[-1] + carried) / kept
    for i in range(n - 2, -1, -1):
        new[i] = (loads[i] + c[i] * new[i + 1]) / pivots[i]
    return np.array(new)


def outflow_matrix(right, left):
    """Net outflow of every cell as a matrix acting on concentrations."""
    n = len(right) + 1
    matrix = np.zeros((n, n))
    for i in range(n - 1):
        for row, sign in ((i, 1.0), (i + 1, -1.0)):
            matrix[row, i] += sign * right[i]
            matrix[row, i + 1] -= sign * left[i]
    return matrix


def dense_step(volume, right, left, conc, dt):
    system = np.diag(volume) + dt * outflow_matrix(right, left)
    return np.linalg.solve(system, volume * conc)


# ---- Bernoulli function against high-precision arithmetic ----
mp.mp.dps = 50
for size in (1e-12, 1e-3, 1.0, 30.0, 700.0):
    for value in (size, -size):
        exact = mp.mpf(value) / mp.expm1(mp.mpf(value))
        assert abs(mp.mpf(float(bernoulli(value))) / exact - 1) < 1e-14
assert bernoulli(0.0) == 1.0

# ---- one edge: integrate the transport equation with the predicted flux ----
edge_error = 0.0
for delta in (-8.0, -2.0, -1e-6, 0.5, 8.0):
    c_left, c_right = 1.0, 0.3
    flux = float(bernoulli(delta) * c_left - bernoulli(-delta) * c_right)
    path = solve_ivp(lambda s, c: -flux - delta * c, (0, 1), [c_left],
                     method="DOP853", rtol=1e-12, atol=1e-14)
    edge_error = max(edge_error, abs(path.y[0, -1] - c_right))
assert edge_error < 1e-7

# ---- uniform field on an irregular mesh: exact steady profile and flux ----
rng = np.random.default_rng(7)
nodes = np.concatenate(([0.0], np.sort(rng.uniform(0.02, 0.98, 10)), [1.0]))
chain_error = 0.0
for drop in (-6.0, 6.0):
    right, left = sg_rates(np.diff(nodes), 1.0, drop * nodes)
    system = outflow_matrix(right, left)
    system[0], system[-1] = 0.0, 0.0
    system[0, 0] = system[-1, -1] = 1.0
    load = np.zeros(len(nodes))
    load[0], load[-1] = 1.0, 0.2
    steady = np.linalg.solve(system, load)
    weight = [quad(lambda s: np.exp(drop * s), 0, x, epsabs=1e-13)[0]
              for x in nodes]
    true_flux = (1.0 - 0.2 * np.exp(drop)) / weight[-1]
    true_conc = np.exp(-drop * nodes) * (1.0 - true_flux * np.array(weight))
    mesh_flux = right * steady[:-1] - left * steady[1:]
    chain_error = max(chain_error, np.max(np.abs(steady - true_conc)),
                      np.max(np.abs(mesh_flux - true_flux)))
assert chain_error < 1e-9

# ---- positivity and dose for wild potentials, meshes and time steps ----
lowest, dose_error, solver_error = np.inf, 0.0, 0.0
for trial in range(400):
    n = 30
    spacing = 10 ** rng.uniform(-1, 1, n - 1)
    volume = 0.5 * (np.append(spacing, 0) + np.insert(spacing, 0, 0))
    top = 5.0 if trial % 2 else 1e4
    u = np.concatenate(([0.0], np.cumsum(rng.uniform(-top, top, n - 1))))
    conc = rng.uniform(0, 1, n) * (rng.uniform(0, 1, n) < 0.3)
    conc[rng.integers(n)] = 1.0
    dt = 10 ** (rng.uniform(-3, 2) if trial % 2 else rng.uniform(-6, 9))
    right, left = sg_rates(spacing, 1.0, u)
    new = positive_step(volume, right, left, conc, dt)
    assert np.all(np.isfinite(new))
    lowest = min(lowest, new.min())
    dose_error = max(dose_error, abs(volume @ new / (volume @ conc) - 1))
    if trial % 2:
        check = dense_step(volume, right, left, conc, dt)
        solver_error = max(solver_error,
                           np.max(np.abs(check - new)) / new.max())
assert lowest >= 0.0
assert dose_error < 1e-11
assert solver_error < 1e-8

# ---- two cells, D dt/(h V) = 1, all dopant on the left, delta = 4 ----
pair_delta = 4.0
pair_u, pair_volume = np.array([0.0, pair_delta]), np.ones(2)
pair_start = np.array([1.0, 0.0])
pair_sg = positive_step(pair_volume, *sg_rates(1.0, 1.0, pair_u),
                        pair_start, 1.0)
pair_central = dense_step(pair_volume, *central_rates(1.0, 1.0, pair_u),
                          pair_start, 1.0)
assert pair_sg.min() >= 0 and pair_central.min() < 0

# ---- spreading of a pulse: mesh and time-step contributions ----
pulse_delta, pulse_steps = 3.0, 5
place = np.arange(601.0)
pulse = np.zeros(601)
pulse[400] = 1.0
right, left = sg_rates(1.0, 1.0, pulse_delta * place)
for _ in range(pulse_steps):
    pulse = positive_step(np.ones(601), right, left, pulse, 1.0)
mean = place @ pulse
variance = (place - mean) ** 2 @ pulse
velocity = (mean - 400) / pulse_steps
apparent = variance / (2 * pulse_steps)
mesh_factor = pulse_delta / 2 / np.tanh(pulse_delta / 2)
assert abs(velocity + pulse_delta) < 1e-9
assert abs(apparent - mesh_factor - velocity ** 2 / 2) < 1e-8

# ---- boron beside an arsenic-doped layer in silicon, rough parameters ----
TEMPERATURE = const.convert_temperature(1000.0, "Celsius", "Kelvin")
THERMAL_VOLTAGE = const.k * TEMPERATURE / const.e
NI = 1.0e19                 # intrinsic density, cm^-3
ARSENIC_TOP = 1.0e20        # cm^-3
BORON_START = 1.0e18        # cm^-3
LENGTH, CENTRE, WIDTH, PLANE = 100.0, 50.0, 5.0, 55.0   # nm
ANNEAL = 10.0               # s
D_BORON = 1.5               # intrinsic boron diffusivity, nm^2/s
NEUTRAL_SHARE = 0.05        # part of D_BORON independent of hole density
D_AS_NEUTRAL, D_AS_ELECTRON = 0.15, 0.10                # nm^2/s
PERMITTIVITY = 11.7         # relative
DOS_MASS = 1.08             # electron density-of-states mass / free mass
BAND_LOWERING = 0.05        # eV at full arsenic doping
CM_PER_NM = const.nano / const.centi


def arsenic_profile(x):
    return 0.5 * ARSENIC_TOP * (1 - np.tanh((x - CENTRE) / WIDTH))


def neutral_potential(x, arsenic):
    return np.arcsinh(arsenic / (2 * NI))


debye = np.sqrt(PERMITTIVITY * const.epsilon_0 * THERMAL_VOLTAGE
                / (2 * const.e * NI * 1e6)) / const.nano
band_density = 2e-6 * (2 * np.pi * DOS_MASS * const.m_e * const.k
                       * TEMPERATURE / const.h ** 2) ** 1.5


def poisson_potential(x, arsenic):
    """Newton solution with zero field at both ends."""
    h, n = x[1] - x[0], len(x)
    laplace = (np.diag(np.full(n, -2.0)) + np.diag(np.ones(n - 1), 1)
               + np.diag(np.ones(n - 1), -1))
    laplace[0, 1] = laplace[-1, -2] = 2.0
    laplace /= h ** 2
    psi = neutral_potential(x, arsenic)
    for _ in range(40):
        residual = laplace @ psi - (2 * np.sinh(psi)
                                    - arsenic / NI) / (2 * debye ** 2)
        jacobian = laplace - np.diag(np.cosh(psi) / debye ** 2)
        change = np.linalg.solve(jacobian, -residual)
        psi = psi + change
        if np.max(np.abs(change)) < 1e-10:
            return psi
    raise RuntimeError("Poisson iteration did not converge")


def degenerate_potential(x, arsenic):
    """First correction to Boltzmann statistics for the electrons."""
    electrons = 0.5 * (arsenic + np.sqrt(arsenic ** 2 + 4 * NI ** 2))
    return (neutral_potential(x, arsenic)
            + (electrons - NI) / (np.sqrt(8) * band_density))


def lowered_band_potential(x, arsenic):
    return (neutral_potential(x, arsenic)
            - BAND_LOWERING / THERMAL_VOLTAGE * arsenic / ARSENIC_TOP)


def boron_diffusivity(psi):
    return D_BORON * (NEUTRAL_SHARE + (1 - NEUTRAL_SHARE) * np.exp(-psi))


def make_mesh(h):
    x = np.linspace(0, LENGTH, round(LENGTH / h) + 1)
    volume = np.full(len(x), h)
    volume[[0, -1]] = h / 2
    return x, volume


def crossed_dose(boron, h):
    """Boron gained to the left of PLANE, in cm^-2."""
    j = round(PLANE / h)
    gain = boron - BORON_START
    return CM_PER_NM * h * (gain[0] / 2 + gain[1:j].sum() + gain[j] / 2)


def anneal(h=0.5, dt=0.05, rule=neutral_potential, boron_charge=False,
           arsenic_moves=False, boost=1.0):
    x, volume = make_mesh(h)
    arsenic = arsenic_profile(x)
    boron = np.full(len(x), BORON_START)
    totals = volume @ boron, volume @ arsenic
    psi = rule(x, arsenic)
    for _ in range(round(ANNEAL / dt)):
        if boron_charge:
            psi = np.arcsinh((arsenic - boron) / (2 * NI))
        middle = 0.5 * (psi[1:] + psi[:-1])
        rates = sg_rates(h, boost * boron_diffusivity(middle), -psi)
        boron = positive_step(volume, *rates, boron, dt)
        if arsenic_moves:
            d_arsenic = D_AS_NEUTRAL + D_AS_ELECTRON * np.exp(middle)
            rates = sg_rates(h, d_arsenic, psi)
            arsenic = positive_step(volume, *rates, arsenic, dt)
    assert boron.min() >= 0 and arsenic.min() >= 0
    assert abs(volume @ boron / totals[0] - 1) < 1e-10
    assert abs(volume @ arsenic / totals[1] - 1) < 1e-10
    return x, boron, crossed_dose(boron, h)


x, boron, dose = anneal()
peak, dip = np.argmax(boron), np.argmin(boron)
assert dose > 0 and x[peak] < x[dip]

# convergence: second order in the mesh, first order in the time step
dose_h1, dose_h025 = anneal(h=1.0)[2], anneal(h=0.25)[2]
dose_t2, dose_t05 = anneal(dt=0.1)[2], anneal(dt=0.025)[2]
mesh_ratio = (dose_h1 - dose) / (dose - dose_h025)
time_ratio = (dose_t2 - dose) / (dose - dose_t05)
assert 3 < mesh_ratio < 5
assert 1.8 < time_ratio < 2.2

# independent dose: central differences in space, matrix exponential in time
_, volume = make_mesh(0.5)
psi = neutral_potential(x, arsenic_profile(x))
x_mid = 0.5 * (x[1:] + x[:-1])
d_mid = boron_diffusivity(neutral_potential(x_mid, arsenic_profile(x_mid)))
generator = -outflow_matrix(*central_rates(0.5, d_mid, -psi)) / volume[:, None]
reference = expm(ANNEAL * generator) @ np.full(len(x), BORON_START)
dose_reference = crossed_dose(reference, 0.5)
assert abs(dose_reference / dose - 1) < 0.01

# one enormous step must reach the Boltzmann distribution
d_edge = boron_diffusivity(0.5 * (psi[1:] + psi[:-1]))
rest = positive_step(volume, *sg_rates(0.5, d_edge, -psi),
                     np.full(len(x), BORON_START), 1e15)
assert np.ptp(rest * np.exp(-psi)) / np.mean(rest * np.exp(-psi)) < 1e-8

# one coarse edge across the junction, and one coarse backward-Euler step
xc, vc = make_mesh(20.0)
psi_c = neutral_potential(xc, arsenic_profile(xc))
d_c = boron_diffusivity(0.5 * (psi_c[1:] + psi_c[:-1]))
edge = 2
delta_c = psi_c[edge] - psi_c[edge + 1]
conc_left, conc_right = 3e18, 1e18
sg_r, sg_l = sg_rates(20.0, d_c, -psi_c)
ce_r, ce_l = central_rates(20.0, d_c, -psi_c)
flux_sg = CM_PER_NM * (sg_r[edge] * conc_left - sg_l[edge] * conc_right)
flux_central = CM_PER_NM * (ce_r[edge] * conc_left - ce_l[edge] * conc_right)
start_c = np.where(xc <= 40.0, BORON_START, 0.0)
coarse_sg = positive_step(vc, sg_r, sg_l, start_c, ANNEAL)
coarse_central = dense_step(vc, ce_r, ce_l, start_c, ANNEAL)
assert delta_c > 2 and coarse_sg.min() >= 0 and coarse_central.min() < 0

# reruns that size neglected effects
reruns = {
    "boron charge": anneal(boron_charge=True)[2],
    "boron charge + moving arsenic":
        anneal(boron_charge=True, arsenic_moves=True)[2],
    "Poisson equation": anneal(rule=poisson_potential)[2],
    "electron degeneracy": anneal(rule=degenerate_potential)[2],
    "50 meV band lowering": anneal(rule=lowered_band_potential)[2],
    "tenfold boron diffusivity": anneal(boost=10.0)[2],
}

print(f"largest edge-integration error: {edge_error:.1e}")
print(f"largest irregular-mesh steady error: {chain_error:.1e}")
print(f"random steps: lowest concentration {lowest:.1e}")
print(f"random steps: largest relative dose error {dose_error:.1e}")
print(f"two cells, delta {pair_delta:.0f}: B(delta) {bernoulli(4.0):.5f}, "
      f"B(-delta) {bernoulli(-4.0):.5f}")
print(f"two cells SG: {pair_sg[0]:.5f}, {pair_sg[1]:.5f}")
print(f"two cells central: {pair_central[0]:.5f}, {pair_central[1]:.5f}")
print(f"pulse, delta {pulse_delta:.0f}, D=h=dt=1: velocity {velocity:.4f}")
print(f"pulse: mesh diffusion factor {mesh_factor:.4f}")
print(f"pulse: measured apparent diffusivity {apparent:.4f}")
print(f"temperature: {TEMPERATURE:.2f} K; kT/q: {THERMAL_VOLTAGE:.5f} V")
print(f"intrinsic density: {NI:.1e} cm^-3")
print(f"arsenic top: {ARSENIC_TOP:.1e} cm^-3")
print(f"initial boron: {BORON_START:.1e} cm^-3")
print(f"length {LENGTH:.0f}, centre {CENTRE:.0f}, tanh width {WIDTH:.0f} nm")
print(f"anneal: {ANNEAL:.0f} s; mesh 0.5 nm; time step 0.05 s")
print(f"intrinsic boron D: {D_BORON:.2f} nm^2/s = {D_BORON*1e-14:.1e} cm^2/s")
print(f"boron D share independent of holes: {NEUTRAL_SHARE:.2f}")
print(f"arsenic D: {D_AS_NEUTRAL:.2f} + {D_AS_ELECTRON:.2f} n/ni nm^2/s")
print(f"total potential drop: {psi[0]-psi[-1]:.4f} kT/q = "
      f"{(psi[0]-psi[-1])*THERMAL_VOLTAGE:.4f} V")
print(f"largest field: {np.max(-np.diff(psi))/0.5*THERMAL_VOLTAGE*10:.4f} MV/cm")
print(f"largest delta on 0.5 nm mesh: {np.max(-np.diff(psi)):.4f}")
print(f"coarse edge 40-60 nm: psi {psi_c[2]:.4f}, {psi_c[3]:.4f} kT/q")
print(f"coarse edge: delta {delta_c:.4f}, D {d_c[edge]:.4f} nm^2/s")
print(f"coarse edge: B(delta) {bernoulli(delta_c):.5f}, "
      f"B(-delta) {bernoulli(-delta_c):.5f}")
print(f"coarse edge C: {conc_left:.1e}, {conc_right:.1e} cm^-3")
print(f"coarse edge flux SG: {flux_sg:.4e} cm^-2 s^-1")
print(f"coarse edge flux central: {flux_central:.4e} cm^-2 s^-1")
print(f"coarse 10 s step, C at 60 nm, SG: {coarse_sg[3]:.3e} cm^-3")
print(f"coarse 10 s step, C at 60 nm, central: {coarse_central[3]:.3e} cm^-3")
print(f"boron peak: {boron[peak]:.4e} cm^-3 at {x[peak]:.1f} nm")
print(f"boron dip: {boron[dip]:.4e} cm^-3 at {x[dip]:.1f} nm")
print(f"dose crossing {PLANE:.0f} nm: {dose:.4e} cm^-2 = "
      f"{dose*1e-14:.4e} nm^-2")
print(f"dose by matrix exponential: {dose_reference:.4e} cm^-2")
print(f"dose shift, mesh 0.5 to 0.25 nm: {100*(dose_h025/dose-1):.4f} %")
print(f"dose shift, step 0.05 to 0.025 s: {100*(dose_t05/dose-1):.4f} %")
print(f"error ratios on halving: mesh {mesh_ratio:.3f}, time {time_ratio:.3f}")
print(f"equilibrium boron ratio, left/right end: {rest[0]/rest[-1]:.4f}")
print(f"intrinsic Debye length: {debye:.3f} nm")
print(f"conduction-band density: {band_density:.3e} cm^-3")
for name, value in reruns.items():
    print(f"dose change, {name}: {100*(value/dose-1):+.1f} %")
print("ALL CHECKS PASSED")
```

Output:

```
largest edge-integration error: 2.8e-10
largest irregular-mesh steady error: 2.2e-14
random steps: lowest concentration 0.0e+00
random steps: largest relative dose error 6.7e-16
two cells, delta 4: B(delta) 0.07463, B(-delta) 4.07463
two cells SG: 0.98551, 0.01449
two cells central: 1.33333, -0.33333
pulse, delta 3, D=h=dt=1: velocity -3.0000
pulse: mesh diffusion factor 1.6572
pulse: measured apparent diffusivity 6.1572
temperature: 1273.15 K; kT/q: 0.10971 V
intrinsic density: 1.0e+19 cm^-3
arsenic top: 1.0e+20 cm^-3
initial boron: 1.0e+18 cm^-3
length 100, centre 50, tanh width 5 nm
anneal: 10 s; mesh 0.5 nm; time step 0.05 s
intrinsic boron D: 1.50 nm^2/s = 1.5e-14 cm^2/s
boron D share independent of holes: 0.05
arsenic D: 0.15 + 0.10 n/ni nm^2/s
total potential drop: 2.3124 kT/q = 0.2537 V
largest field: 0.2568 MV/cm
largest delta on 0.5 nm mesh: 0.1170
coarse edge 40-60 nm: psi 2.2946, 0.0898 kT/q
coarse edge: delta 2.2048, D 0.5076 nm^2/s
coarse edge: B(delta) 0.27326, B(-delta) 2.47809
coarse edge C: 3.0e+18, 1.0e+18 cm^-3
coarse edge flux SG: -4.2084e+09 cm^-2 s^-1
coarse edge flux central: -6.1152e+09 cm^-2 s^-1
coarse 10 s step, C at 60 nm, SG: 3.246e+15 cm^-3
coarse 10 s step, C at 60 nm, central: -1.228e+15 cm^-3
boron peak: 1.1935e+18 cm^-3 at 50.0 nm
boron dip: 8.5951e+17 cm^-3 at 58.0 nm
dose crossing 55 nm: 1.2132e+11 cm^-2 = 1.2132e-03 nm^-2
dose by matrix exponential: 1.2147e+11 cm^-2
dose shift, mesh 0.5 to 0.25 nm: 0.1284 %
dose shift, step 0.05 to 0.025 s: 0.0271 %
error ratios on halving: mesh 4.000, time 1.997
equilibrium boron ratio, left/right end: 10.0990
intrinsic Debye length: 1.883 nm
conduction-band density: 2.462e+20 cm^-3
dose change, boron charge: +4.4 %
dose change, boron charge + moving arsenic: +3.0 %
dose change, Poisson equation: -8.7 %
dose change, electron degeneracy: +1.7 %
dose change, 50 meV band lowering: -7.2 %
dose change, tenfold boron diffusivity: +454.0 %
ALL CHECKS PASSED
```
